# Like-spin dipolar relaxation in the rotating frame and its T1rho minimum

Two identical spins 1/2 with gyromagnetic ratio $\gamma$ sit a fixed distance $r$ apart in a molecule that tumbles isotropically. Their Larmor frequency is $\omega_0$. The magnetization is locked along a radiofrequency field that rotates exactly at $\omega_0$ and has strength $\omega_1$. The time constant of its decay is $T_{1\rho}$, and the rate is $R=1/T_{1\rho}$. The parts below derive $R$ from the dipolar coupling, find the correlation time at which $T_{1\rho}$ is shortest, and establish when the result can be trusted.

Hamiltonians are divided by $\hbar$, so they are angular frequencies. Spin operators are dimensionless, and $\mathbf F=\mathbf I_1+\mathbf I_2$. The unit vector $\mathbf n(t)$ joins the spins. The temperature is high, and other spins and other relaxation mechanisms are left out.

## (a) The coupling in the rotating frame

**Question.** Write the dipolar coupling as a sum of terms with definite frequencies in the rotating frame, and state the correlation functions of their coefficients.

**Solution.** The coupling is

$$H_D=\omega_D\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)\right],\qquad \omega_D=\frac{\mu_0\gamma^2\hbar}{4\pi r^3}.$$

Define the spin tensors

$$T_0=\frac{3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2}{\sqrt6},\quad T_{\pm1}=\mp\tfrac12(I_{1\pm}I_{2z}+I_{1z}I_{2\pm}),\quad T_{\pm2}=\tfrac12I_{1\pm}I_{2\pm},$$

and let $C_m(\mathbf n)$ be the rank-2 spherical harmonics normalized so that $C_0=P_2(\cos\theta)$, with Condon–Shortley phases to match those of the $T_m$. Then

$$H_D=-\sqrt6\,\omega_D\sum_{m=-2}^{2}(-1)^mC_{-m}(\mathbf n)\,T_m .$$

To check this, put $\mathbf n$ along $z$. Only $C_0=1$ survives, and $-\sqrt6\,T_0=\mathbf I_1\cdot\mathbf I_2-3I_{1z}I_{2z}$, as required. Both expressions are unchanged when spins and $\mathbf n$ are rotated together, so they agree for every $\mathbf n$.

The rest of the laboratory Hamiltonian is $\omega_0F_z+\omega_1(F_x\cos\omega_0t+F_y\sin\omega_0t)$. Transform with $e^{i\omega_0tF_z}$. This removes $\omega_0F_z$ and turns the rf term into the static $\omega_1F_x$. Since $[F_z,T_m]=mT_m$, each $T_m$ becomes $e^{im\omega_0t}T_m$.

The sum $\sum_m|C_m|^2$ equals 1, and isotropy shares it equally among five components. We assume an exponential correlation function with time $\tau_c$:

$$\langle C_m(t)\,C^*_{m'}(t-s)\rangle=\tfrac15\,\delta_{mm'}\,e^{-s/\tau_c},\qquad s\ge0 .$$

## (b) The decay rate as a sum over frequencies

**Question.** Use second-order theory to express $R$ through $J(\omega)=\tau_c/(1+\omega^2\tau_c^2)$.

**Solution.** Transform once more, with $e^{i\omega_1tF_x}$, so that only the fluctuating coupling $\tilde H(t)$ remains. Integrating $\dot\rho=-i[\tilde H,\rho]$ once and inserting the result into its own right side gives

$$\dot\rho(t)=-i[\tilde H(t),\rho(0)]-\int_0^t ds\,[\tilde H(t),[\tilde H(t-s),\rho(t-s)]].$$

Average over the motion. The first term vanishes because $\langle C_m\rangle=0$. If $R\tau_c\ll1$, the state hardly changes while the coupling remembers its past. We may then replace $\rho(t-s)$ by the averaged $\rho(t)$ and extend the integral to infinity.

At high temperature the deviation from the steady state is $aF_x$, with $a$ a number. Taking the trace with $F_x$ gives $\dot a=-Ra$, where

$$R=\frac1{\mathrm{Tr}F_x^2}\int_0^\infty ds\,\big\langle\mathrm{Tr}\big(F_x[\tilde H(t),[\tilde H(t-s),F_x]]\big)\big\rangle .$$

From $\mathrm{Tr}(A[B,C])=\mathrm{Tr}([A,B]C)$ and $[F_x,\tilde H]=[\tilde H,F_x]^\dagger$,

$$R=\frac1{\mathrm{Tr}F_x^2}\int_0^\infty ds\,\big\langle\mathrm{Tr}\big([\tilde H(t),F_x]^\dagger[\tilde H(t-s),F_x]\big)\big\rangle .$$

We must check that the double commutator does not feed other operators. The inner commutator is again a sum of products $I_{1a}I_{2b}$. Two such products, $I_{1a}I_{2b}$ and $I_{1c}I_{2d}$, commute if both pairs of components are equal or if both differ, since two sign changes cancel. If just one pair differs, the other spin contributes a squared component, $1/4$, and a single-spin operator remains. Exchange symmetry makes the total a combination of $F_x,F_y,F_z$. The last two oscillate at $\omega_1$ in this frame and average out when $R\ll\omega_1$.

Now split each tensor by its frequency about the lock axis: $T_m=\sum_kT_m^{(k)}$ with $[F_x,T_m^{(k)}]=kT_m^{(k)}$. Then

$$\tilde H(t)=-\sqrt6\,\omega_D\sum_{m,k}(-1)^mC_{-m}(t)\,e^{i(m\omega_0+k\omega_1)t}\,T_m^{(k)},$$

and the commutator with $F_x$ multiplies each term by $-k$. Parts with different $k$ are orthogonal under the trace, and different $m$ are uncorrelated. With the weights $w_{mk}=4\,\mathrm{Tr}(T_m^{(k)\dagger}T_m^{(k)})$ and $\mathrm{Tr}F_x^2=2$ (each spin gives $4\times\frac14=1$),

$$R=\frac{6\omega_D^2}{2\cdot4\cdot5}\sum_{m,k}k^2w_{mk}\int_0^\infty ds\,e^{-s/\tau_c-i(m\omega_0+k\omega_1)s}.$$

The real part of the integral is $J(m\omega_0+k\omega_1)$. The imaginary part is odd in frequency. Since $T_{-m}=(-1)^mT_m^\dagger$, we have $w_{-m,-k}=w_{mk}$, so the imaginary parts cancel in pairs. Hence

$$R=\frac{3}{20}\,\omega_D^2\sum_{m,k}k^2\,w_{mk}\,J(m\omega_0+k\omega_1).$$

The factor $k^2$ says that a term which commutes with $F_x$ cannot relax it.

## (c) The weights and the weak-lock-to-Larmor limit

**Question.** Compute the $w_{mk}$, and simplify $R$ for $\omega_1\ll\omega_0$.

**Solution.** The ladder operators about $x$ are $L_\pm=I_y\pm iI_z$, so $I_y=(L_++L_-)/2$ and $I_z=(L_+-L_-)/(2i)$. For one spin, $\mathrm{Tr}(L_-L_+)=1$ and $\mathrm{Tr}I_x^2=\frac12$. Therefore $L_{1+}L_{2+}$ has squared norm 1, and so does $I_{1x}L_{2+}+L_{1+}I_{2x}$, as $\frac12+\frac12$.

For $m=0$, the scalar product has only $k=0$, while

$$I_{1z}I_{2z}=-\tfrac14(L_{1+}L_{2+}+L_{1-}L_{2-})+\tfrac14(L_{1+}L_{2-}+L_{1-}L_{2+}).$$

There is no $k=\pm1$ part. The $k=2$ part of $T_0$ is $-\frac{3}{4\sqrt6}L_{1+}L_{2+}$, so $w_{0,\pm2}=4\cdot\frac{9}{96}=\frac38$.

For $m=1$,

$$T_1=-\tfrac12\left[I_{1x}I_{2z}+I_{1z}I_{2x}+i(I_{1y}I_{2z}+I_{1z}I_{2y})\right].$$

The first pair has $k=\pm1$, with coefficient of modulus $\frac14$, so the weight is $4\cdot\frac1{16}=\frac14$. In the second pair the mixed products cancel:

$$I_{1y}I_{2z}+I_{1z}I_{2y}=\frac{1}{2i}(L_{1+}L_{2+}-L_{1-}L_{2-}).$$

The coefficient in $T_1$ again has modulus $\frac14$, so $w_{1,\pm2}=\frac14$.

For $m=2$,

$$T_2=\tfrac12\left[I_{1x}I_{2x}-I_{1y}I_{2y}+i(I_{1x}I_{2y}+I_{1y}I_{2x})\right].$$

The last pair gives $k=\pm1$ with modulus $\frac14$, hence $w_{2,\pm1}=\frac14$. The term $-\frac12I_{1y}I_{2y}$ gives $k=\pm2$ with modulus $\frac18$, hence $w_{2,\pm2}=\frac1{16}$. Negative $m$ follows from $w_{-m,-k}=w_{mk}$.

Collecting equal frequencies, with $J$ even,

$$R=\frac{3}{20}\omega_D^2\Big\{3J(2\omega_1)+\sum_{\sigma=\pm1}\big[2J(\omega_0+2\sigma\omega_1)+\tfrac12J(\omega_0+\sigma\omega_1)+\tfrac12J(2\omega_0+2\sigma\omega_1)+\tfrac12J(2\omega_0+\sigma\omega_1)\big]\Big\}.$$

When $\omega_1\ll\omega_0$, the sidebands merge with their centres. Terms linear in $\omega_1/\omega_0$ cancel between $\sigma=\pm1$, and

$$\boxed{\frac1{T_{1\rho}}=\frac{3}{20}\,\omega_D^2\left[3J(2\omega_1)+5J(\omega_0)+2J(2\omega_0)\right]}$$

The lowest frequency is $2\omega_1$, not $\omega_1$, because $T_0$ has no $k=\pm1$ part: on resonance the secular coupling flips both spins together about the lock axis.

For very fast motion, $\omega_0\tau_c\ll1$, the bracket is $10\tau_c$ and $R=\frac32\omega_D^2\tau_c$. For $\omega_1\tau_c\ll1\ll\omega_0\tau_c$ only the first term matters, and $R=\frac{9}{20}\omega_D^2\tau_c$.

These coefficients can be tested without perturbation theory. Let the pair axis jump to random orientations at rate $1/\tau_c$, which gives the assumed correlation function, and solve the Liouville equation for spins and orientation together with the full coupling. A least-squares fit of the resulting rates gives coefficients 3.0000, 5.0001 and 1.9998. At $\omega_0\tau_c=1$ and $\omega_1\tau_c=0.3$, where the lock is not small, the same calculation gives 5.4545 for the bracket divided by $\tau_c$. The sideband formula gives 5.4546, and the boxed formula 5.1059, which is 6.4% below the sideband value.

## (d) The minimum of T1rho

**Question.** At fixed $\omega_0$ and $\omega_1\ll\omega_0$, for which $\tau_c$ is the boxed $T_{1\rho}$ shortest? Is this minimum unique?

**Solution.** Let $x=2\omega_1\tau_c$ and $e=\omega_1/\omega_0$, so that $\omega_0\tau_c=x/(2e)$. The bracket times $2\omega_1$ is

$$B(x)=\frac{3x}{1+x^2}+\frac{5x}{1+x^2/4e^2}+\frac{2x}{1+x^2/e^2}.$$

For $x\gg e$ the last two terms become $20e^2/x+2e^2/x=22e^2/x$. The rate is largest where

$$B'(x)\approx\frac{3(1-x^2)}{(1+x^2)^2}-\frac{22e^2}{x^2}=0 .$$

Without the small term, $x=1$. With $x=1+\delta$, the first term is $-\frac32\delta$ to first order, so $\delta=-\frac{44}{3}e^2$:

$$2\omega_1\tau_c\approx1-\frac{44}{3}\left(\frac{\omega_1}{\omega_0}\right)^2 .$$

At $e=0.005$ this predicts a shift of $-3.667\times10^{-4}$, and the numerical root gives $-3.666\times10^{-4}$.

For uniqueness, let $h(u)=(1-u)/(1+u)^2$, $s=x^2$ and $u=s/4e^2$. Then

$$B'=3h(s)+5h(u)+2h(4u),\qquad h'(u)=\frac{u-3}{(1+u)^3}.$$

The least value of $h$ is $h(3)=-\frac18$, so the last two terms of $B'$ are at least $-\frac78$. Take $e\le0.07$.

- For $s\le0.4$, $3h(s)\ge3h(0.4)=0.918>\frac78$, so $B'>0$.
- For $s\ge1$, $h(s)\le0$ and $u>1$, so $B'<0$.
- For $0.4<s<1$, $3h'(s)<-0.75$. Since $h'(u)<1/u^2$, the other terms of $B'$ have an $s$-derivative below $\frac{1}{4e^2}\left(\frac{5}{u^2}+\frac{8}{16u^2}\right)=\frac{22e^2}{s^2}<0.68$. Thus $B'$ falls steadily and crosses zero once.

The boxed formula therefore has one minimum of $T_{1\rho}$. There is no second one near $\omega_0\tau_c=1$, because the growth of $3J(2\omega_1)$ there outweighs the fall of the other terms.

At $x=1$, $J(2\omega_1)=\tau_c/2=1/(4\omega_1)$, and to leading order in $e$

$$R_{\max}=\frac{3}{20}\omega_D^2\cdot\frac{3}{4\omega_1}=\frac{9}{80}\frac{\omega_D^2}{\omega_1}.$$

A stronger lock moves the minimum to faster motion and makes it shallower.

## (e) How strong must the lock be?

**Question.** Second-order theory assumed $R\tau_c\ll1$. For the random-jump model with $\omega_0\tau_c\gg1$, find the leading correction to $T_{1\rho}$, taken as the area under the normalized decay, and to the position of its minimum.

**Solution.** Keep only the secular coupling, $m=0$. Between jumps the Hamiltonian is constant: $\omega_1F_x-\sqrt6\,\omega_DP_2T_0$.

Use the triplet states with $F_x=+1,0,-1$. The coupling has no $k=\pm1$ part, so the state 0 is not connected to the others. The $k=0$ part shifts $+1$ and $-1$ equally. The $k=\pm2$ part connects them with matrix element

$$b=-\sqrt6\,\omega_DP_2\left(-\frac{3}{4\sqrt6}\right)=\frac34\omega_DP_2 .$$

This is a two-level system with splitting $2\omega_1$ and coupling $b$. Its polarization, initially 1, is

$$p(t)=1-\frac{b^2}{\omega_1^2+b^2}(1-\cos Wt),\qquad W=2\sqrt{\omega_1^2+b^2}.$$

The waiting time has density $e^{-t/\tau_c}/\tau_c$, over which $1-\cos Wt$ averages to $W^2\tau_c^2/(1+W^2\tau_c^2)$. Averaging over orientation as well, the mean loss per interval is

$$\ell=\left\langle\frac{\beta}{A+\beta}\right\rangle,\qquad \beta=4b^2\tau_c^2,\qquad A=1+4\omega_1^2\tau_c^2 .$$

Here $T_{1\rho}$ is the area under the normalized decay. For an exponential decay this equals the time constant. The actual decay starts with zero slope and settles only after a time of order $\tau_c$, so the area and the time constant of the later decay can differ by an amount of order $\tau_c$. That is also the size of the correction sought, so the correction found below belongs to the area. The first interval contributes $\tau_c(1-\ell)$, and each later one is smaller by $1-\ell$. The geometric series gives $T_{1\rho}=\tau_c(1/\ell-1)$.

This sum ignores polarization components perpendicular to the lock. Their part linear in $b$ vanishes because $\langle P_2\rangle=0$, so they begin at $b^3$. Returning to the lock axis costs another $b^3$, which lies beyond the order kept here when $R\ll\omega_1$.

For small $\beta/A$, $\ell\approx\langle\beta\rangle/A-\langle\beta^2\rangle/A^2$, and hence

$$\frac1\ell\approx\frac{A}{\langle\beta\rangle}+\frac{\langle\beta^2\rangle}{\langle\beta\rangle^2}.$$

With $c=\cos\theta$ uniform, $\langle P_2^2\rangle=\frac15$ and

$$\langle P_2^4\rangle=\tfrac1{16}\langle(3c^2-1)^4\rangle=\tfrac1{16}\left(9-\tfrac{108}{7}+\tfrac{54}{5}-4+1\right)=\tfrac{3}{35}.$$

The last ratio is then $\frac{3}{35}\cdot25=\frac{15}{7}$, while $\langle\beta\rangle=\frac{9}{20}\omega_D^2\tau_c^2$. Therefore

$$T_{1\rho}\approx\frac{1+4\omega_1^2\tau_c^2}{\frac{9}{20}\omega_D^2\tau_c}+\frac87\tau_c .$$

The first term is the $3J(2\omega_1)$ result, obtained by a second route. The numerical solution, which uses no perturbation theory, gives 1.1419 for the coefficient of $\tau_c$, against $8/7=1.1429$. This coefficient is derived for the jump model only: beyond second order, correlations of the coupling at four times enter, and $J$ does not determine them.

With $a=20/(9\omega_D^2)$, the expression is $a/\tau_c+(4\omega_1^2a+\frac87)\tau_c$. It is smallest at $\tau_c^2=a/(4\omega_1^2a+\frac87)$, so

$$2\omega_1\tau_c\approx\left[1+\frac{9}{70}\left(\frac{\omega_D}{\omega_1}\right)^2\right]^{-1/2}.$$

In this model the rule $2\omega_1\tau_c=1$ thus needs a lock that is strong compared with the dipolar coupling, as well as weak compared with $\omega_0$.

## (f) A proton pair

**Question.** Take $r=0.200$ nm, $\omega_0/2\pi=400$ MHz and $\omega_1/2\pi=50$ kHz. Find the minimum and judge its reliability. What changes at 5 kHz?

**Solution.** The definition in (a) gives $\omega_D=9.434\times10^4$ rad/s. With $\omega_1=3.1416\times10^5$ rad/s,

$$\tau_c=\frac{1}{2\omega_1}=1.59\ \mu\text{s},\qquad R_{\max}=\frac{9}{80}\cdot\frac{(9.434\times10^4)^2}{3.1416\times10^5}=3187\ \text{s}^{-1},$$

so $T_{1\rho}=0.314$ ms. The conditions hold: $R\tau_c\approx0.005$ and $R/\omega_1\approx0.01$.

The finite ratio $\omega_1/\omega_0=1.25\times10^{-4}$ moves the minimum by only $-2.3\times10^{-7}$ in $x$. The finite dipolar coupling matters far more. With $\omega_D/\omega_1=0.300$, part (e) predicts that the area is smallest at $x=0.994$, and the numerical jump model agrees. Its shortest $T_{1\rho}$ is 0.316 ms, about 0.6% above the formula.

| $2\omega_1\tau_c$ | $\tau_c$ (µs) | $T_{1\rho}$, formula (ms) | $T_{1\rho}$, jump model (ms) |
|---|---|---|---|
| 0.01 | 0.0159 | 15.67 | 15.67 |
| 0.1 | 0.159 | 1.584 | 1.585 |
| 1 | 1.59 | 0.314 | 0.316 |
| 10 | 15.9 | 1.584 | 1.602 |

The formula gives nearly equal values at $x=0.1$ and $x=10$ because $x/(1+x^2)$ is unchanged by $x\to1/x$. One measured $T_{1\rho}$ therefore leaves two candidate correlation times. In the last row $\omega_D\tau_c\approx1.5$, yet the formula is only about 1% below the area under the decay. The conditions from (b) are on $R\tau_c$ and $R/\omega_1$, not on $\omega_D\tau_c$, and the lock keeps them near 0.01 and 0.002 there.

At 5 kHz, $\omega_D/\omega_1=3.00$. At $x=1$ the formula gives 0.0314 ms and the jump model 0.0435 ms, nearly 40% more than the formula. The formula's own rate is now about equal to $\omega_1$, and $R\tau_c\approx0.5$, so its assumptions fail. The jump model has its minimum near $x=0.8$, with $T_{1\rho}=0.0425$ ms. The printed position 0.795 is not converged in its last digit: it moves by about 0.003, to 0.792, when the angular average is converged. The expansion in (e) would put it at 0.68, so it too is outside its range. These jump-model times are areas under the normalized decay, as defined in (e). The decay starts with zero slope, and near the jump model's minimum $\tau_c$ is about 0.3 of the area, so the decay is not a single exponential. A time constant fitted to part of it need not have its minimum at the same place. Even if the area itself is measured, reading $\tau_c=1/(2\omega_1)$ from its minimum overestimates the correlation time of this model by about a quarter.

The complete numerical output follows.

## Computed values

```
Sums of k^2 times weight, |m| = 0, 1, 2: 3.0000 2.5000 1.0000
Coefficients from Liouville equation: 3.0000 5.0001 1.9998
Sideband test: w0 tau = 1.0, w1 tau = 0.3, wD tau = 0.01
  bracket/tau, Liouville equation: 5.4545
  bracket/tau, sideband formula:   5.4546
  bracket/tau, 3-5-2 formula:      5.1059
Shift of x_min at w1/w0 = 0.005: -3.666e-04
  from -(44/3)(w1/w0)^2:          -3.667e-04
Jump model, (T - T_Redfield)/tau: 1.1419
  predicted 8/7:                  1.1429
Pair distance r: 0.200 nm
Proton gamma: 2.67522e+08 rad/(s T)
w0/2pi: 400.0 MHz;  w1/2pi: 50.0 kHz
wD: 9.4342e+04 rad/s;  wD/2pi: 15.015 kHz
w0: 2.5133e+09 rad/s;  w1: 3.1416e+05 rad/s
w1/w0: 1.250e-04;  wD/w1: 0.3003
Shift of x_min from w1/w0: -2.29e-07
tau at 2 w1 tau = 1: 1.5915 microseconds
Rate at minimum, (9/80) wD^2/w1: 3187.2 1/s
T1rho at minimum, formula: 0.3138 ms
T1rho at minimum, jump model: 0.3156 ms
x_min, jump model: 0.9943;  predicted: 0.9943
Table at 50 kHz: x, tau (us), T formula (ms), T jump (ms)
   0.01    0.0159    15.6712    15.6712
   0.10    0.1592     1.5844     1.5846
   1.00    1.5915     0.3138     0.3156
  10.00   15.9155     1.5844     1.6024
Weak lock w1/2pi: 5.0 kHz; wD/w1: 3.003
  tau at x = 1: 15.915 microseconds
  T1rho at x = 1, formula: 0.0314 ms
  T1rho at x = 1, jump model: 0.0435 ms
  x_min, jump model: 0.795
  T1rho at that minimum: 0.0425 ms
```
